# Does relabelling a collective variable change its free-energy barrier?: a program that tests the result

```python
"""
Result under test: for a monotone relabelling z = g(s) of a collective variable,
    F_z(g(s)) = F_s(s) + kT ln|dg/ds|,
so free-energy barriers depend on the label, while region probabilities and the
transition-state rate through one fixed surface do not.

Model: relative vector of two particles in 3D, length r between 2 and 6 angstrom.
    u(r) = height*(((r-middle)/half_gap)**2 - 1)**2   pair energy, kJ/mol
    v = 4 pi r^3/3      sphere volume, angstrom^3
    c = 1/(1+(r/r0)^12) coordination variable, no unit
    q = cumulative probability of r, no unit
Well A is the inner well, well B the outer one. Energies are in kJ/mol,
lengths in angstrom, times in ps.
The independent road is counting on a Cartesian lattice and counting crossings.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_simpson
from scipy.optimize import minimize_scalar

temperature = 300.0
kT = const.R * temperature / 1000.0
height, middle, half_gap = 15.0, 4.0, 1.0
r_min, r_max, r0 = 2.0, 6.0, 4.0
mass_u = 20.0


def u(r):
    return height * (((r - middle) / half_gap) ** 2 - 1.0) ** 2


cv = {
    "r": lambda r: r,
    "v": lambda r: 4.0 * np.pi * r ** 3 / 3.0,
    "c": lambda r: 1.0 / (1.0 + (r / r0) ** 12),
}
jacobian = {
    "r": lambda r: 1.0 + 0.0 * r,
    "v": lambda r: 4.0 * np.pi * r ** 2,
    "c": lambda r: 12.0 / r0 * (r / r0) ** 11 / (1.0 + (r / r0) ** 12) ** 2,
}


def radial_weight(r):
    return r ** 2 * np.exp(-u(r) / kT)


Z = quad(radial_weight, r_min, r_max, points=[3.0, 4.0, 5.0], limit=200)[0]


def F(name, r):
    """Free energy of the interacting pair in variable `name`, at distance r."""
    return -kT * np.log(radial_weight(r) / Z) + kT * np.log(jacobian[name](r))


def F_free(name, r):
    """The same without interaction, up to a constant."""
    return -2.0 * kT * np.log(r) + kT * np.log(jacobian[name](r))


def extremum(function, low, high, sign):
    return minimize_scalar(lambda r: sign * function(r), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-9}).x


# Cartesian lattice in one octant (the other seven are mirror images)
n_lattice = 200
axis = (np.arange(n_lattice) + 0.5) * r_max / n_lattice
sq = axis ** 2
r_all = np.sqrt(sq[:, None, None] + sq[None, :, None] + sq[None, None, :])
keep = (r_all >= r_min) & (r_all <= r_max)
r_lat = r_all[keep]
xyz = axis[np.argwhere(keep)]
del r_all, keep
cv_lat = {name: cv[name](r_lat) for name in cv}
w_free = np.ones_like(r_lat)
w_pair = np.exp(-u(r_lat) / kT)
half_bin = 0.03


def gradient_norm(name, points):
    """|grad z| by central differences in Cartesian coordinates."""
    step, total = 1e-4, 0.0
    for k in range(3):
        shift = np.zeros(3)
        shift[k] = step
        plus = cv[name](np.linalg.norm(points + shift, axis=1))
        minus = cv[name](np.linalg.norm(points - shift, axis=1))
        total = total + ((plus - minus) / (2 * step)) ** 2
    return np.sqrt(total)


def F_lattice(name, r, weights, with_gradient=False):
    """-kT ln(weight per unit of z) from counting in a small interval of z."""
    low, high = sorted((cv[name](r - half_bin), cv[name](r + half_bin)))
    inside = (cv_lat[name] >= low) & (cv_lat[name] < high)
    w = weights[inside]
    if with_gradient:
        w = w * gradient_norm(name, xyz[inside])
    return -kT * np.log(w.sum() / (high - low) / weights.sum())


# Tolerance: finite interval width and lattice counting error, in kJ/mol
tol = 0.04 * kT

print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} kJ/mol")
print(f"h = {height:.0f} kJ/mol, rm = {middle:.0f} A, a = {half_gap:.0f} A")
print(f"range {r_min:.0f} to {r_max:.0f} A, r0 = {r0:.0f} A, mass {mass_u:.0f} u")
print(f"lattice points used: {r_lat.size}")

# Free pair
print("FREE PAIR, energies in kJ/mol")
for name in cv:
    formula = F_free(name, 5.0) - F_free(name, 2.5)
    counted = F_lattice(name, 5.0, w_free) - F_lattice(name, 2.5, w_free)
    assert abs(formula - counted) < tol
    print(f"F_{name}(5 A)-F_{name}(2.5 A): {formula:.3f}, counted {counted:.3f}")
top_free = extremum(lambda r: F_free("c", r), 3.0, 5.0, -1)
assert abs((top_free / r0) ** 12 - 0.6) < 1e-5
print(f"maximum of free F_c: r = {top_free:.4f} A, c = {cv['c'](top_free):.4f}")
for end in (2.1, 5.9):
    formula = F_free("c", top_free) - F_free("c", end)
    counted = F_lattice("c", top_free, w_free) - F_lattice("c", end, w_free)
    assert abs(formula - counted) < tol and formula > 3 * kT
    print(f"its height above r={end} A: {formula:.3f}, counted {counted:.3f}")

# Interacting pair: each profile between its own extrema
print("INTERACTING PAIR, energies in kJ/mol")
places, barrier = {}, {}
for name in cv:
    profile = lambda r, name=name: F(name, r)
    rA = extremum(profile, 2.5, 3.5, 1)
    rT = extremum(profile, 3.5, 4.5, -1)
    rB = extremum(profile, 4.5, 5.5, 1)
    places[name] = (rA, rT, rB)
    barrier[name] = F(name, rT) - F(name, rA)
    back = F(name, rT) - F(name, rB)
    fA, fT, fB = (F_lattice(name, r, w_pair) for r in places[name])
    assert abs(barrier[name] - (fT - fA)) < tol
    assert abs(back - (fT - fB)) < tol
    print(f"{name}: A, top, B at r = {rA:.4f}, {rT:.4f}, {rB:.4f} A")
    print(f"{name}: barrier A->B {barrier[name]:.3f}, counted {fT - fA:.3f}")
    print(f"{name}: barrier B->A {back:.3f}, counted {fT - fB:.3f}")
    print(f"{name}: well bottoms F(B)-F(A) = {F(name, rB) - F(name, rA):.3f}")

# Shift at two fixed configurations
rA, r_top, rB = places["r"]
print("FIXED POINTS: A and top of the r profile, kJ/mol")
for name in ("v", "c"):
    ratio = jacobian[name](r_top) / jacobian[name](rA)
    shift = kT * np.log(ratio)
    counted = (F_lattice(name, r_top, w_pair) - F_lattice(name, rA, w_pair)
               - F_lattice("r", r_top, w_pair) + F_lattice("r", rA, w_pair))
    assert abs(shift - counted) < tol
    print(f"r->{name}: Jacobian ratio {ratio:.4f}, shift {shift:.3f}, "
          f"counted {counted:.3f}")

# Cumulative probability as variable: flat profile
fine = np.linspace(r_min, r_max, 8001)
q_fine = cumulative_simpson(radial_weight(fine), x=fine, initial=0.0)
q_fine /= q_fine[-1]
share = np.histogram(np.interp(r_lat, fine, q_fine), bins=10, range=(0, 1),
                     weights=w_pair)[0] / w_pair.sum()
spread = kT * np.log(share.max() / share.min())
assert spread < tol
print(f"q profile, counted highest minus lowest: {spread:.4f} kJ/mol")

# Region probabilities, integrated in the variable c
def density_c(c):
    r = r0 * (1.0 / c - 1.0) ** (1.0 / 12.0)
    return np.exp(-F("c", r) / kT)


c_top = cv["c"](r_top)
PB_c = quad(density_c, cv["c"](r_max), c_top, points=[cv["c"](5.0)], limit=300)[0]
PA_c = quad(density_c, c_top, cv["c"](r_min), points=[cv["c"](3.0)], limit=300)[0]
PA = quad(radial_weight, r_min, r_top, points=[3.0], limit=200)[0] / Z
dA_c = -kT * np.log(PB_c / PA_c)
dA_r = -kT * np.log((1.0 - PA) / PA)
in_A = r_lat < r_top
dA_count = -kT * np.log(w_pair[~in_A].sum() / w_pair[in_A].sum())
assert abs(PA_c + PB_c - 1.0) < 1e-5
assert abs(dA_c - dA_r) < 1e-4 and abs(dA_c - dA_count) < 0.03
print(f"P_A = {PA:.4f}, P_B = {1 - PA:.4f}")
print(f"Delta A: {dA_r:.4f} via r, {dA_c:.4f} via c, {dA_count:.4f} counted, kJ/mol")

# Gradient-corrected profile is independent of the label
print("GRADIENT-CORRECTED BARRIER, same two points, kJ/mol")
reference = F("r", r_top) - F("r", rA)
for name in cv:
    value = (F_lattice(name, r_top, w_pair, True)
             - F_lattice(name, rA, w_pair, True))
    assert abs(value - reference) < tol
    print(f"counted in {name}: {value:.3f} (formula {reference:.3f})")

# A bias that flattens r does not flatten c
w_bias = np.exp(-(u(r_lat) - F("r", r_lat)) / kT)
flat_r = F_lattice("r", r_top, w_bias) - F_lattice("r", rA, w_bias)
left_c = F_lattice("c", r_top, w_bias) - F_lattice("c", rA, w_bias)
left_formula = kT * np.log(jacobian["c"](r_top) / jacobian["c"](rA))
assert abs(flat_r) < tol and abs(left_c - left_formula) < tol
print(f"bias -F_r leaves, counted: {flat_r:.3f} in r, {left_c:.3f} in c, kJ/mol")

# Transition-state rate A->B through one surface
sigma = np.sqrt(const.R * temperature / (mass_u * const.atomic_mass
                                         * const.N_A)) * 0.01
mean_speed = sigma * np.sqrt(2.0 / np.pi)


def rate_tst(name, r_surface):
    p_z = np.exp(-F(name, r_surface) / kT)
    inner = quad(radial_weight, r_min, r_surface, points=[3.0], limit=200)[0] / Z
    return 0.5 * jacobian[name](r_surface) * mean_speed * p_z / inner


rng = np.random.default_rng(7)
n_flights, dt = 1_500_000, 0.001
window = 6.0 * sigma * dt
start_r = r_top + window * rng.uniform(-1.0, 1.0, n_flights)
direction = rng.normal(size=(n_flights, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
start = start_r[:, None] * direction
finish = start + dt * sigma * rng.normal(size=(n_flights, 3))
crossed = ((cv["c"](np.linalg.norm(start, axis=1)) > c_top)
           & (cv["c"](np.linalg.norm(finish, axis=1)) < c_top))
rate_count = (np.mean(crossed * radial_weight(start_r) / Z)
              * 2.0 * window / dt / PA)
# Tolerance: about 0.5 percent statistical error, plus the finite flight time
assert abs(rate_count / rate_tst("c", r_top) - 1.0) < 0.025
print("RATES A->B, in 1/ps")
print(f"mean radial speed = {mean_speed:.4f} A/ps")
print(f"crossings counted, surface r = {r_top:.4f} A: {rate_count:.5f}")
prefactor = const.k * temperature / const.h * 1e-12
print(f"kT/h = {prefactor:.4f} 1/ps")
bare = {}
for name in cv:
    same = rate_tst(name, r_top)
    own = rate_tst(name, places[name][1])
    bare[name] = prefactor * np.exp(-barrier[name] / kT)
    assert abs(same / rate_count - 1.0) < 0.025
    print(f"{name}: flux {same:.5f}, own top {own:.5f}, bare {bare[name]:.5f}")
bare_ratio = max(bare.values()) / min(bare.values())
assert bare_ratio > 2.0
print(f"largest/smallest bare-barrier rate = {bare_ratio:.2f}")

print("every check passed")
```

Output:

```
temperature = 300 K, kT = 2.4943 kJ/mol
h = 15 kJ/mol, rm = 4 A, a = 1 A
range 2 to 6 A, r0 = 4 A, mass 20 u
lattice points used: 4033757
FREE PAIR, energies in kJ/mol
F_r(5 A)-F_r(2.5 A): -3.458, counted -3.463
F_v(5 A)-F_v(2.5 A): 0.000, counted -0.006
F_c(5 A)-F_c(2.5 A): 1.888, counted 1.878
maximum of free F_c: r = 3.8333 A, c = 0.6250
its height above r=2.1 A: 11.167, counted 11.153
its height above r=5.9 A: 11.288, counted 11.280
INTERACTING PAIR, energies in kJ/mol
r: A, top, B at r = 3.0141, 3.9791, 5.0082 A
r: barrier A->B 13.590, counted 13.578
r: barrier B->A 16.130, counted 16.125
r: well bottoms F(B)-F(A) = -2.541
v: A, top, B at r = 3.0000, 4.0000, 5.0000 A
v: barrier A->B 15.000, counted 14.973
v: barrier B->A 15.000, counted 14.966
v: well bottoms F(B)-F(A) = 0.000
c: A, top, B at r = 2.9453, 3.9736, 5.0519 A
c: barrier A->B 18.374, counted 18.343
c: barrier B->A 20.426, counted 20.401
c: well bottoms F(B)-F(A) = -2.052
FIXED POINTS: A and top of the r profile, kJ/mol
r->v: Jacobian ratio 1.7428, shift 1.386, counted 1.386
r->c: Jacobian ratio 6.0306, shift 4.482, counted 4.477
q profile, counted highest minus lowest: 0.0227 kJ/mol
P_A = 0.2733, P_B = 0.7267
Delta A: -2.4399 via r, -2.4399 via c, -2.4399 counted, kJ/mol
GRADIENT-CORRECTED BARRIER, same two points, kJ/mol
counted in r: 13.578 (formula 13.590)
counted in v: 13.578 (formula 13.590)
counted in c: 13.578 (formula 13.590)
bias -F_r leaves, counted: 0.015 in r, 4.492 in c, kJ/mol
RATES A->B, in 1/ps
mean radial speed = 2.8178 A/ps
crossings counted, surface r = 3.9791 A: 0.01564
kT/h = 6.2510 1/ps
r: flux 0.01574, own top 0.01574, bare 0.02691
v: flux 0.01574, own top 0.01582, bare 0.01529
c: flux 0.01574, own top 0.01574, bare 0.00395
largest/smallest bare-barrier rate = 6.81
every check passed
```
